# Relativistic exchange tensor from t-matrix rotations and Moriya's rules, part 1

(Sections cited here and not found follow in the second part.)

Two magnetic sites carry moments along unit vectors \(\mathbf e_1,\mathbf e_2\). Tilt both away from a common direction \(\mathbf n\), site 1 towards \(\mathbf u\perp\mathbf n\) and site 2 towards \(\mathbf v\perp\mathbf n\), and match the mixed second derivative of the grand potential to the pair model \(E=-\mathbf e_1\cdot\mathcal J\cdot\mathbf e_2\). Then

\[ \mathbf u\cdot\mathcal J^{(\mathbf n)}\cdot\mathbf v=\frac1\pi\,\mathrm{Im}\!\int\! dE\,f(E)\,\mathrm{Tr}\big[m_1^{u}\tau_{12}m_2^{v}\tau_{21}\big],\qquad m^{u}=-i\big[(\mathbf n\times\mathbf u)\cdot(\mathbf L+\mathbf S),\,m\big], \tag{1} \]

with \(m=t^{-1}\) the inverse single-site t-matrix, \(\tau\) the scattering-path operator at the reference and \(f\) the Fermi function. The tensor splits as \(E=-J\,\mathbf e_1\cdot\mathbf e_2-\mathbf e_1\cdot\Gamma\cdot\mathbf e_2-\mathbf D\cdot(\mathbf e_1\times\mathbf e_2)\), with \(J>0\) ferromagnetic. One reference gives a \(2\times2\) block, the blocks depend on \(\mathbf n\), and Moriya's rules hold for the assembled tensor when the symmetry operation sends each reference axis to plus or minus itself. A planar Rashba dimer along \(x\) has \(\mathbf D\parallel\hat y\) by rules 2 to 4; rules 1 and 5 need other geometries.

## 1. Energy from a determinant

The electrons are independent, \(H=H_0+V_1(\mathbf e_1)+V_2(\mathbf e_2)\), the potentials are frozen apart from the turning of the exchange field (the magnetic force theorem, taken as an assumption), \(\mu\) and \(T\) are fixed, and \(k_B=1\). Scale \(V\to\lambda V\). With \(z_n=\mu+i(2n+1)\pi T\), the Hellmann–Feynman theorem gives \(d\Omega/d\lambda=\mathrm{Tr}[Vf(H)]=T\sum_n e^{i\omega_n0^+}\mathrm{Tr}[VG(z_n)]\). Since \(G=(1-\lambda G_0V)^{-1}G_0\), the trace equals \(-\partial_\lambda\ln\det(1-\lambda G_0V)\), and integration over \(\lambda\) gives \(\Omega-\Omega_0=-T\sum_ne^{i\omega_n0^+}\ln\det(1-G_0V)\). The terms fall only as \(1/z_n\), so the factor matters: a symmetric sum without it misses \(\frac12\mathrm{Tr}V\). The determinant runs over the orbitals of the two sites, where \(V\) lives.

Choose on each site a reference propagator \(g(z)\) proportional to the unit matrix, and set \(t=V(1-gV)^{-1}\), so \(m=V^{-1}-g\), and \(\mathcal G=G_0-g\). Then \(\det(1-G_0V)=\det V\det(V^{-1}-G_0)\) and \(V^{-1}-G_0=m-\mathcal G\equiv\tau^{-1}\). If \(V(\mathbf e)\) turns by a unitary rotation, \(\det V\) and \(\mathrm{Tr}V\) are constant. For changes with angle the convergence factor can then be dropped, and Lloyd's formula follows, with all angle-independent terms in the constant:

\[ \Omega=\text{const}-T\sum_n\ln\det(m-\mathcal G). \tag{2} \]

To reach the real axis, note that \(f(z)\) has residue \(-T\) at each \(z_n\). For \(F\) analytic off the real axis and falling faster than \(1/|z|\), the contour around the poles becomes a line above the axis (left to right) and one below (right to left), so \(-T\sum_nF(z_n)=\frac{1}{2\pi i}\int f\,[F(E+i0)-F(E-i0)]\,dE\). If \(F(z^*)=F(z)^*\),

\[ T\sum_nF(z_n)=-\frac1\pi\,\mathrm{Im}\!\int\! dE\,f\,F(E+i0). \tag{3} \]

**Simplest case.** Take one orbital per site and a spin-independent real \(H_0\), so \(G_{12}=G_{21}=g_0\). Let \(g\) be the on-site \(G_0\), so \(\mathcal G_{ii}=0\), and write \(t_i=p_i+q_i\,\mathbf e_i\cdot\boldsymbol\sigma\), \(t_{i\uparrow,\downarrow}=p_i\pm q_i\). The block determinant is \(\det m_1\det m_2\,\Delta\) with \(\Delta=\det(1-M)\), \(M=t_1G_{12}t_2G_{21}\), and for a \(2\times2\) matrix \(\Delta=1-\mathrm{tr}M+\det M\). Here \(\mathrm{tr}M=2g_0^2(p_1p_2+q_1q_2\,\mathbf e_1\cdot\mathbf e_2)\), while \(\det M\) has no angle. By (2) and (3), \(\Omega=\frac1\pi\mathrm{Im}\int f\ln\Delta\). With \(\mathbf e_1=\mathbf n\cos\theta_1+\mathbf u\sin\theta_1\) and \(\mathbf e_2=\mathbf n\cos\theta_2+\mathbf u\sin\theta_2\), the product \(\mathbf e_1\cdot\mathbf e_2=\cos(\theta_1-\theta_2)\) has zero first derivatives and mixed derivative 1, so

\[ J=-\partial_{\theta_1}\partial_{\theta_2}\Omega=\frac1\pi\mathrm{Im}\!\int\! f\,\frac{2q_1q_2g_0^2}{\Delta}. \]

At the collinear point \(\Delta=\Delta_\uparrow\Delta_\downarrow\) with \(\Delta_\sigma=1-t_{1\sigma}t_{2\sigma}g_0^2\), \(\tau^\sigma_{12}=\tau^\sigma_{21}=t_{1\sigma}g_0t_{2\sigma}/\Delta_\sigma\), and \(\delta_i=m_{i\uparrow}-m_{i\downarrow}=-2q_i/(t_{i\uparrow}t_{i\downarrow})\). Hence \(\delta_1\tau^\uparrow_{12}\delta_2\tau^\downarrow_{21}=4q_1q_2g_0^2/\Delta\) and \(J=\frac{1}{2\pi}\mathrm{Im}\int f\,\delta_1\tau^\uparrow_{12}\delta_2\tau^\downarrow_{21}\), the Liechtenstein formula with the pair counted once.

## 2. Spin–orbit coupling inside the t-matrix

Let each site be spherical apart from its exchange field, for example \(V=\varepsilon+\lambda\,\mathbf L\cdot\mathbf S-B\,\mathbf e\cdot\boldsymbol\sigma\). The rotation \(U=e^{-i\theta W}\), \(W=\mathbf w\cdot(\mathbf L+\mathbf S)\), commutes with \(\mathbf L\cdot\mathbf S\) and turns \(\mathbf n\cdot\boldsymbol\sigma\) by \(\theta\) about \(\mathbf w\). For \(\mathbf w=\mathbf n\times\mathbf u\), \(\mathbf w\times\mathbf n=\mathbf u(\mathbf n\cdot\mathbf n)-\mathbf n(\mathbf n\cdot\mathbf u)=\mathbf u\), so \(\mathbf n\to\mathbf n\cos\theta+\mathbf u\sin\theta\). Therefore \(m(\theta)=UmU^\dagger=m+\theta m^u+\frac12\theta^2m^{uu}+\dots\) with \(m^u=-i[W,m]\) and \(m^{uu}=-[W,[W,m]]\). A non-spherical potential fixed to the lattice breaks this step, because \(U\) would turn it too.

Insert \(m+\delta m\) in (2): \(\ln\det(\tau^{-1}+\delta m)=\text{const}+\mathrm{Tr}\,\tau\delta m-\frac12\mathrm{Tr}\,\tau\delta m\tau\delta m+\dots\). Since \(\delta m\) is block diagonal, the linear term holds no product \(\theta_1\theta_2\). The quadratic term holds two, equal by cyclicity, which sum to \(-\theta_1\theta_2F\) with \(F=\mathrm{Tr}[m_1^u\tau_{12}m_2^v\tau_{21}]\). So \(\partial_{\theta_1}\partial_{\theta_2}\Omega=+T\sum_nF\). In the model the same derivative is \(-\mathbf u\cdot\mathcal J\cdot\mathbf v\), and single-site anisotropy drops out of it. Both conditions of (3) hold. First, \(\tau(z^*)=\tau(z)^\dagger\) and \(m^u(z^*)=m^u(z)^\dagger\) give \(F(z^*)=\mathrm{Tr}[\tau_{12}m_2^v\tau_{21}m_1^u]^*=F(z)^*\). Second, \(\tau=V+VGV\) and \(m^u=-V^{-1}V^uV^{-1}\) give \(F=\mathrm{Tr}[V_1^uG_{12}V_2^vG_{21}]\), which falls as \(|z|^{-4}\) or faster in a finite basis. Then (3) yields (1). The second-order rotation enters the on-site curvature, read from the \(\theta_1^2\) terms:

\[ \partial^2_{\theta_1}\Omega=-T\sum_n\big(\mathrm{Tr}\,\tau_{11}m_1^{uu}-\mathrm{Tr}\,\tau_{11}m_1^u\tau_{11}m_1^u\big). \]

*Limit.* For one orbital, \(m=\bar m+m_s\,\mathbf n\cdot\boldsymbol\sigma\) with \(m_s=\delta/2\), and \([\mathbf a\cdot\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]=2i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma\) gives \(m^u=m_s\,\mathbf u\cdot\boldsymbol\sigma\). With \(\mathbf n=\hat z\), \(\mathbf u=\mathbf v=\hat x\) and the spin-independent real \(H_0\) of section 1, \(\tau\) is spin-diagonal with \(\tau^\sigma_{12}=\tau^\sigma_{21}\), and \(F=\frac14\delta_1\delta_2(\tau^\uparrow_{12}\tau^\downarrow_{21}+\tau^\downarrow_{12}\tau^\uparrow_{21})=\frac12\delta_1\tau^\uparrow_{12}\delta_2\tau^\downarrow_{21}\), the result of section 1.

*Test.* The numerical check compares (1) with finite differences of \(\Omega\) from diagonalized clusters at \(T=0.1\) (unit: the hopping). Over eleven clusters the largest difference is \(2\times10^{-9}\). In a p-orbital cluster without symmetry, where \(J=-0.068\), dropping \(\mathbf L\) from \(W\) gives an error of 0.017, and the on-site curvature is \(-0.032644\) by both roads.

## 3. Assembly and splitting

Reference \(\hat z\) gives \(xx,xy,yx,yy\); \(\hat x\) gives \(yy,yz,zy,zz\); \(\hat y\) gives \(zz,zx,xz,xx\). Each off-diagonal element comes from the third axis. Each diagonal element comes twice, and the convention here is to average. Set \(J=\frac13\mathrm{tr}\mathcal J\), \(\Gamma=\frac12(\mathcal J+\mathcal J^T)-J\,\mathbb 1\), and write the antisymmetric rest as \(\epsilon_{\alpha\beta\gamma}D_\gamma\), which contributes \(e_{1\alpha}e_{2\beta}\epsilon_{\alpha\beta\gamma}D_\gamma=\mathbf D\cdot(\mathbf e_1\times\mathbf e_2)\). Contraction with \(\epsilon_{\gamma\alpha\beta}\epsilon_{\alpha\beta\delta}=2\delta_{\gamma\delta}\) gives \(D_\gamma=\frac12\epsilon_{\gamma\alpha\beta}\mathcal J^{\alpha\beta}\), for example \(D_y=\frac12(\mathcal J^{zx}-\mathcal J^{xz})\), taken at \(\mathbf n=\hat y\).

## 4. One orbital in a host with spin–orbit coupling

Time-reversal invariance of the host reads \(H_0=\sigma_yH_0^*\sigma_y=\sigma_yH_0^T\sigma_y\), hence \(G_0(z)=\sigma_yG_0(z)^T\sigma_y\) and, by blocks, \(G_{ji}=\sigma_y(G_{ij})^T\sigma_y\). Since \(\sigma_y\boldsymbol\sigma^T\sigma_y=-\boldsymbol\sigma\), the on-site block has no \(\boldsymbol\sigma\) part, and

\[ G_{12}=g_0+i\,\mathbf g\cdot\boldsymbol\sigma,\qquad G_{21}=g_0-i\,\mathbf g\cdot\boldsymbol\sigma,\qquad G_{12}G_{21}=s\equiv g_0^2+\mathbf g\cdot\mathbf g, \]

with complex \(g_0,\mathbf g\). From \(\det(a+\mathbf b\cdot\boldsymbol\sigma)=a^2-\mathbf b\cdot\mathbf b\), \(\det M=(p_1^2-q_1^2)(p_2^2-q_2^2)s^2\). In \(\mathrm{tr}M\) the terms linear in one moment vanish, being \(s\,\mathrm{tr}\boldsymbol\sigma\). The bilinear term needs \(K_{\alpha\beta}=\mathrm{tr}[\sigma_\alpha G_{12}\sigma_\beta G_{21}]\). Its \(g_0^2\) part is \(2g_0^2\delta_{\alpha\beta}\). Its cross part is \(ig_0g_\gamma(\mathrm{tr}\,\sigma_\alpha\sigma_\gamma\sigma_\beta-\mathrm{tr}\,\sigma_\alpha\sigma_\beta\sigma_\gamma)=ig_0g_\gamma(-4i\epsilon_{\alpha\beta\gamma})\), from \(\mathrm{tr}\,\sigma_a\sigma_b\sigma_c=2i\epsilon_{abc}\). Its last part follows from \((\mathbf g\cdot\boldsymbol\sigma)\sigma_\beta(\mathbf g\cdot\boldsymbol\sigma)=2g_\beta\,\mathbf g\cdot\boldsymbol\sigma-\mathbf g\cdot\mathbf g\,\sigma_\beta\). With \(P=q_1q_2\),

\[ K_{\alpha\beta}=2\big[(g_0^2-\mathbf g\cdot\mathbf g)\delta_{\alpha\beta}+2g_\alpha g_\beta+2g_0\epsilon_{\alpha\beta\gamma}g_\gamma\big],\qquad \Delta=1-2p_1p_2s+\det M-P\,\mathbf e_1K\mathbf e_2 . \]

Using \(\partial_1\partial_2\ln\Delta=\partial_1\partial_2\Delta/\Delta-\partial_1\Delta\,\partial_2\Delta/\Delta^2\) with \(\partial_1\Delta=-P\,\mathbf uK\mathbf n\) and \(\partial_2\Delta=-P\,\mathbf nK\mathbf v\),

\[ \mathbf u\,\mathcal J^{(\mathbf n)}\mathbf v=\frac1\pi\mathrm{Im}\!\int\! f\left[\frac{P\,\mathbf uK\mathbf v}{\Delta}+\frac{P^2(\mathbf uK\mathbf n)(\mathbf nK\mathbf v)}{\Delta^2}\right]_{\mathbf e_1=\mathbf e_2=\mathbf n}. \tag{4} \]

The energy is the logarithm of a bilinear form and so contains its higher powers. As \(K\) and \(\Delta-1\) are of second order in the intersite \(G\), the leading tensor \(\frac1\pi\mathrm{Im}\int fPK\) is free of \(\mathbf n\), and the dependence on \(\mathbf n\) starts at fourth order. At leading order \(\mathbf D\) comes from \(4g_0\mathbf g\) and \(\Gamma\) from the traceless part of \(4g_\alpha g_\beta\).

*Limit.* At \(\mathbf g=0\), \(K=2g_0^2\,\mathbb 1\), \(\mathbf uK\mathbf n=0\), \(\Delta\) is independent of \(\mathbf n\), and section 1 returns. A host inversion that swaps the sites leaves spin alone and gives \(G_{12}=G_{21}\), so \(\mathbf g=0\): in this one-orbital model inversion removes \(\Gamma\) along with \(\mathbf D\). Equation (4) is tested against diagonalization on a lattice patch without symmetry.

## 5. Moriya's rules

Let an orthogonal operation \(O\) be a symmetry of the structure. Spin is an axial vector, so it turns by the proper rotation \(\mathsf R=\det(O)\,O\), and \(\Omega(\mathbf e_1,\mathbf e_2)\) equals \(\Omega(\mathsf R\mathbf e_1,\mathsf R\mathbf e_2)\) if the sites stay, or \(\Omega(\mathsf R\mathbf e_2,\mathsf R\mathbf e_1)\) if they swap. Write \(\Phi(\mathbf n;\mathbf u,\mathbf v)\) for (1), which is bilinear in \(\mathbf u,\mathbf v\). \(\mathsf R\) maps tilt paths to tilt paths, so \(\Phi(\mathbf n;\mathbf u,\mathbf v)\) equals \(\Phi(\mathsf R\mathbf n;\mathsf R\mathbf u,\mathsf R\mathbf v)\) or \(\Phi(\mathsf R\mathbf n;\mathsf R\mathbf v,\mathsf R\mathbf u)\). Time reversal, \(\Omega(-\mathbf e_1,-\mathbf e_2)=\Omega(\mathbf e_1,\mathbf e_2)\), gives \(\Phi(\mathbf n;\mathbf u,\mathbf v)=\Phi(-\mathbf n;-\mathbf u,-\mathbf v)=\Phi(-\mathbf n;\mathbf u,\mathbf v)\). For \(\mathsf R=\mathrm{diag}(r_x,r_y,r_z)\) with \(r=\pm1\) the reference is thus restored, and \(\mathcal J^{\alpha\beta}\) equals \(r_\alpha r_\beta\mathcal J^{\alpha\beta}\) or \(r_\alpha r_\beta\mathcal J^{\beta\alpha}\). Since \(r_xr_yr_z=1\), \(r_\alpha r_\beta=r_\gamma\), so \(D_\gamma=r_\gamma D_\gamma\) for fixed and \(D_\gamma=-r_\gamma D_\gamma\) for swapped sites, with no bilinear assumption. For a bond along \(x\) centred at the origin:

The sign conditions on \(D_\gamma\) derived above give Moriya's rules once each symmetry operation is inserted. With the exchange formula (1) and its one-orbital form (4) also established, what remains is to list and test the five rules, examine the failure at a threefold axis, and work out the continuum Rashba dimer with a numerical example.

Numbers in the example were calculated in double precision.
